**Invariant harmonics at an hcp site, found from the crystal itself**

With z along c, the harmonics invariant under the site group D3h are P_lm(cos θ) cos m(φ − φ₀), with m a multiple of 3 and l + m even; φ₀ is the azimuth of a projected bond to the next layer. The program searches for the orthogonal maps of a finite hcp cluster onto itself and finds 12, without inversion. It builds the projector on invariant functions by quadrature and asserts that it agrees with the derived harmonics up to l = 8 for φ₀ = 0, 10° and 30°. It also asserts the character count, the Cartesian forms, and the rotation and parity rules for the coefficients of a model density of superposed Gaussians. The output lists (0,0), (2,0), (3,3), (4,0), (5,3), (6,0) and (6,6) up to l = 6, with cos 3φ replaced by sin 3φ when φ₀ = 30°. In the model, these terms leave out about 6 percent of the rms non-spherical density on the chosen sphere. At the ideal axial ratio, the nearest-neighbour part of the (2,0) coefficient vanishes to rounding error, while the sum over all atoms does not.

## Numerical check

```python
"""Invariant real harmonics at an hcp site (site group D3h).

Result under test: with z along c, the invariant harmonics are
    N_lm P_lm(cos theta) cos(m (phi - phi0)),  m = 0, 3, 6, ..., l + m even,
where phi0 is the azimuth of the basal-plane projection of a bond to a
neighbour in the next layer.  Up to l = 6 these are
(0,0) (2,0) (3,3) (4,0) (5,3) (6,0) (6,6).
Real harmonics are orthonormal and have no Condon-Shortley phase;
'c' marks cos(m phi), 's' marks sin(m phi).  Lengths are in bohr.
The site group is found by a search over maps of the crystal onto itself,
and the projector on invariants is built by quadrature on the sphere.
"""
import itertools
import math
import numpy as np
from scipy.special import lpmv

LMAX = 8
A_LAT = 6.0
RATIO = 1.6
RADIUS = 2.5
BETA = 0.15
ELECTRONS = 2.0

labels = []
for l in range(LMAX + 1):
    labels.append((l, 0, 'c'))
    for m in range(1, l + 1):
        labels += [(l, m, 'c'), (l, m, 's')]
index = {lab: i for i, lab in enumerate(labels)}


def name(lab):
    l, m, kind = lab
    return f"({l},{m})" if m == 0 else f"({l},{m}{kind})"


def harmonics(n):
    """All real harmonics at unit vectors n, shape (labels, points)."""
    u = np.clip(n[:, 2], -1.0, 1.0)
    phi = np.arctan2(n[:, 1], n[:, 0])
    rows = []
    for l, m, kind in labels:
        norm = math.sqrt((2*l + 1) / (4*math.pi)
                         * math.factorial(l - m) / math.factorial(l + m))
        if m > 0:
            norm *= math.sqrt(2.0)
        angular = np.cos(m*phi) if kind == 'c' else np.sin(m*phi)
        rows.append(norm * (-1)**m * lpmv(m, l, u) * angular)
    return np.array(rows)


# product quadrature on the unit sphere
nodes, node_weights = np.polynomial.legendre.leggauss(40)
azimuths = 2*np.pi*(np.arange(80) + 0.5)/80
U, PHI = np.meshgrid(nodes, azimuths, indexing='ij')
U, PHI = U.ravel(), PHI.ravel()
SIN = np.sqrt(1 - U**2)
sphere = np.column_stack([SIN*np.cos(PHI), SIN*np.sin(PHI), U])
weights = np.repeat(node_weights, 80)*2*np.pi/80
S = harmonics(sphere)
assert np.allclose((S*weights) @ S.T, np.eye(len(labels)), atol=1e-11)


def crystal(ratio, phi0_deg, cutoff, second_atom=False):
    """Atoms around one site; phi0_deg is the bond azimuth of the first atom."""
    a1 = A_LAT*np.array([1.0, 0.0, 0.0])
    a2 = A_LAT*np.array([-0.5, math.sqrt(3)/2, 0.0])
    a3 = A_LAT*ratio*np.array([0.0, 0.0, 1.0])
    shift = (2*a1 + a2)/3 + a3/2
    origin = shift if second_atom else np.zeros(3)
    atoms = []
    for i, j, k in itertools.product(range(-6, 7), range(-6, 7), range(-4, 5)):
        cell = i*a1 + j*a2 + k*a3
        atoms += [cell - origin, cell + shift - origin]
    atoms = np.array(atoms)
    atoms = atoms[np.linalg.norm(atoms, axis=1) < cutoff]
    # with a1 along x the projected bonds of the first atom lie at 30 degrees
    t = math.radians(phi0_deg - 30.0)
    turn = np.array([[math.cos(t), -math.sin(t), 0],
                     [math.sin(t), math.cos(t), 0], [0, 0, 1]])
    return atoms @ turn.T


def site_group(atoms):
    """All orthogonal matrices that map the cluster of atoms onto itself."""
    dist = np.linalg.norm(atoms, axis=1)
    shell = atoms[(dist > 0.1) & (dist < 1.01*A_LAT)]
    assert len(shell) == 12
    for trio in itertools.combinations(range(12), 3):
        frame = shell[list(trio)].T
        if abs(np.linalg.det(frame)) > 0.3*A_LAT**3:
            break
    inverse = np.linalg.inv(frame)
    found = []
    for trio in itertools.permutations(range(12), 3):
        g = shell[list(trio)].T @ inverse
        if np.abs(g @ g.T - np.eye(3)).max() > 1e-8:
            continue
        moved = atoms @ g.T
        gaps = np.linalg.norm(moved[:, None, :] - atoms[None, :, :], axis=2)
        if gaps.min(axis=1).max() < 1e-7:
            found.append(g)
    return found


def group_projector(operations):
    total = np.zeros((len(labels), len(labels)))
    for g in operations:
        total += (S*weights) @ harmonics(sphere @ g).T
    return total/len(operations)


def derived_projector(phi0_deg):
    total = np.zeros((len(labels), len(labels)))
    for l in range(LMAX + 1):
        for m in range(0, l + 1, 3):
            if (l + m) % 2 == 0:
                v = np.zeros(len(labels))
                v[index[(l, m, 'c')]] = math.cos(m*math.radians(phi0_deg))
                if m > 0:
                    v[index[(l, m, 's')]] = math.sin(m*math.radians(phi0_deg))
                total += np.outer(v, v)
    return total


# site group and invariants for three orientations of the x axis
projectors, allowed = {}, {}
for phi0 in (0, 10, 30):
    ops = site_group(crystal(RATIO, phi0, 12.5))
    assert len(ops) == 12
    assert any(np.allclose(g, np.diag([1, 1, -1]), atol=1e-7) for g in ops)
    assert not any(np.allclose(g, -np.eye(3), atol=1e-7) for g in ops)
    P = group_projector(ops)
    assert np.allclose(P, derived_projector(phi0), atol=1e-7)
    projectors[phi0] = P
    allowed[phi0] = [lab for i, lab in enumerate(labels) if P[i, i] > 1e-6]
seven = [lab for lab in allowed[0] if lab[0] <= 6]
assert [lab[:2] for lab in seven] == [(0, 0), (2, 0), (3, 3), (4, 0),
                                      (5, 3), (6, 0), (6, 6)]
print("operations found at the hcp site:", len(ops))
for phi0 in (0, 30):
    print(f"invariant to l=6, bond azimuth {phi0} deg:",
          " ".join(name(x) for x in allowed[phi0] if x[0] <= 6))
print("next invariants, l=7 and 8, azimuth 0 deg:",
      " ".join(name(x) for x in allowed[0] if x[0] > 6))

# number of invariants from characters, against the trace of the projector
print("l, chi(C3), chi(S3), character sum, number of invariants:")
for l in range(LMAX + 1):
    ms = range(-l, l + 1)
    chi_c3 = sum(math.cos(2*math.pi*m/3) for m in ms)
    chi_s3 = sum((-1)**(l + m)*math.cos(2*math.pi*m/3) for m in ms)
    char_sum = 2*l + 1 + 2*chi_c3 + 3*(-1)**l + 1 + 2*chi_s3 + 3
    block = [i for i, lab in enumerate(labels) if lab[0] == l]
    trace = sum(projectors[10][i, i] for i in block)
    assert abs(char_sum/12 - trace) < 1e-6
    if l <= 6:
        print(f"  {l}  {round(chi_c3):2d}  {round(chi_s3):2d}"
              f"  {round(char_sum):2d}  {round(trace)}")

# Cartesian forms on the unit sphere for bond azimuth 0
x, y, z = sphere.T
cubic = x**3 - 3*x*y**2
sextic = x**6 - 15*x**4*y**2 + 15*x**2*y**4 - y**6
forms = {
    (0, 0, 'c'): (math.sqrt(1/(4*math.pi)), np.ones_like(x)),
    (2, 0, 'c'): (math.sqrt(5/(16*math.pi)), 3*z**2 - 1),
    (3, 3, 'c'): (math.sqrt(35/(32*math.pi)), cubic),
    (4, 0, 'c'): (math.sqrt(9/(256*math.pi)), 35*z**4 - 30*z**2 + 3),
    (5, 3, 'c'): (math.sqrt(385/(512*math.pi)), (9*z**2 - 1)*cubic),
    (6, 0, 'c'): (math.sqrt(13/(1024*math.pi)),
                  231*z**6 - 315*z**4 + 105*z**2 - 5),
    (6, 6, 'c'): (math.sqrt(3003/(2048*math.pi)), sextic)}
for lab, (prefactor, polynomial) in forms.items():
    assert np.allclose(prefactor*polynomial, S[index[lab]], atol=1e-11)
print("prefactors of the Cartesian forms (dimensionless):")
print("  " + " ".join(f"{name(k)} {v[0]:.6f}" for k, v in forms.items()))


# worked example: superposed Gaussian densities on a sphere around the site
def density(atoms):
    total = np.zeros(len(sphere))
    for atom in atoms:
        total += np.exp(-BETA*np.sum((RADIUS*sphere - atom)**2, axis=1))
    return ELECTRONS*(BETA/math.pi)**1.5*total


def coefficients(values):
    return S @ (weights*values)


rho = {p: density(crystal(RATIO, p, 20.1)) for p in (0, 10, 30)}
coef = {p: coefficients(rho[p]) for p in rho}
partner = coefficients(density(crystal(RATIO, 30, 20.1, second_atom=True)))
for p in coef:
    for i, lab in enumerate(labels):
        if lab in allowed[p]:
            assert abs(coef[p][i]) > 1e-8
        else:
            assert abs(coef[p][i]) < 1e-13
    for l, m, kind in allowed[0]:
        amplitude = coef[0][index[(l, m, 'c')]]
        angle = m*math.radians(p)
        assert abs(coef[p][index[(l, m, 'c')]]
                   - amplitude*math.cos(angle)) < 1e-13
        if m > 0:
            assert abs(coef[p][index[(l, m, 's')]]
                       - amplitude*math.sin(angle)) < 1e-13
parity = np.array([(-1)**lab[0] for lab in labels])
assert np.allclose(partner, parity*coef[30], atol=1e-13)

print(f"lattice constant a = {A_LAT:.1f} bohr, c/a = {RATIO:.2f}")
print(f"sphere radius = {RADIUS:.1f} bohr, Gaussian exponent = {BETA:.2f} bohr^-2,"
      f" electrons per atom = {ELECTRONS:.0f}")
print("density coefficients in 1e-3 bohr^-3:")
print("  azimuth 0 deg | azimuth 30 deg | second atom, same frame as 30 deg")
for lab0, lab30 in zip(seven, [q for q in allowed[30] if q[0] <= 6]):
    i, j = index[lab0], index[lab30]
    print(f"  {name(lab0):7s} {1e3*coef[0][i]:10.5f} | {name(lab30):7s}"
          f" {1e3*coef[30][j]:10.5f} | {1e3*partner[j]:10.5f}")
print("azimuth 10 deg, coefficients in 1e-3 bohr^-3:")
for l, m in ((3, 3), (5, 3), (6, 6)):
    print(f"  ({l},{m}c) {1e3*coef[10][index[(l, m, 'c')]]:10.5f}"
          f"   ({l},{m}s) {1e3*coef[10][index[(l, m, 's')]]:10.5f}")
largest = max(abs(coef[0][i]) for i, lab in enumerate(labels)
              if lab not in allowed[0])
print(f"largest forbidden coefficient, azimuth 0 deg: {largest:.0e} bohr^-3")


def rms(values):
    return math.sqrt(np.sum(weights*values**2)/(4*math.pi))


nonspherical = rho[0] - coef[0][0]*S[0]
print(f"rms non-spherical density: {1e3*rms(nonspherical):.5f} 1e-3 bohr^-3")
for top in (4, 6, 8):
    kept = [index[q] for q in allowed[0] if q[0] <= top]
    rest = rho[0] - coef[0][kept] @ S[kept]
    print(f"  share left out (rms) with invariants to l={top}:"
          f" {100*rms(rest)/rms(nonspherical):.3f} percent")

# a zero due to geometry, not to symmetry: (2,0) at the ideal axial ratio
ideal = math.sqrt(8/3)
all_atoms = crystal(ideal, 0, 20.1)
distance = np.linalg.norm(all_atoms, axis=1)
near = all_atoms[(distance > 0.1) & (distance < 1.01*A_LAT)]
assert len(near) == 12
near_20 = coefficients(density(near))[index[(2, 0, 'c')]]
full_20 = coefficients(density(all_atoms))[index[(2, 0, 'c')]]
assert abs(near_20) < 1e-14 and abs(full_20) > 1e-9
print(f"ideal c/a = {ideal:.6f}")
print(f"  (2,0) from the 12 nearest neighbours: {near_20:.0e} bohr^-3")
print(f"  (2,0) from all atoms: {full_20:.3e} bohr^-3")
print("finished without a failed check")
```

Running it gives:

```
operations found at the hcp site: 12
invariant to l=6, bond azimuth 0 deg: (0,0) (2,0) (3,3c) (4,0) (5,3c) (6,0) (6,6c)
invariant to l=6, bond azimuth 30 deg: (0,0) (2,0) (3,3s) (4,0) (5,3s) (6,0) (6,6c)
next invariants, l=7 and 8, azimuth 0 deg: (7,3c) (8,0) (8,6c)
l, chi(C3), chi(S3), character sum, number of invariants:
  0   1   1  12  1
  1   0  -2   0  0
  2  -1   1  12  1
  3   1   1  12  1
  4   0  -2  12  1
  5  -1   1  12  1
  6   1   1  24  2
prefactors of the Cartesian forms (dimensionless):
  (0,0) 0.282095 (2,0) 0.315392 (3,3c) 0.590044 (4,0) 0.105786 (5,3c) 0.489238 (6,0) 0.063569 (6,6c) 0.683184
lattice constant a = 6.0 bohr, c/a = 1.60
sphere radius = 2.5 bohr, Gaussian exponent = 0.15 bohr^-2, electrons per atom = 2
density coefficients in 1e-3 bohr^-3:
  azimuth 0 deg | azimuth 30 deg | second atom, same frame as 30 deg
  (0,0)     45.66161 | (0,0)     45.66161 |   45.66161
  (2,0)      0.25727 | (2,0)      0.25727 |    0.25727
  (3,3c)     0.79051 | (3,3s)     0.79051 |   -0.79051
  (4,0)      0.35567 | (4,0)      0.35567 |    0.35567
  (5,3c)     0.50059 | (5,3s)     0.50059 |   -0.50059
  (6,0)     -0.23852 | (6,0)     -0.23852 |   -0.23852
  (6,6c)    -0.20923 | (6,6c)     0.20923 |    0.20923
azimuth 10 deg, coefficients in 1e-3 bohr^-3:
  (3,3c)    0.68461   (3,3s)    0.39526
  (5,3c)    0.43352   (5,3s)    0.25029
  (6,6c)   -0.10462   (6,6s)   -0.18120
largest forbidden coefficient, azimuth 0 deg: 1e-17 bohr^-3
rms non-spherical density: 0.30560 1e-3 bohr^-3
  share left out (rms) with invariants to l=4: 55.076 percent
  share left out (rms) with invariants to l=6: 6.350 percent
  share left out (rms) with invariants to l=8: 0.170 percent
ideal c/a = 1.632993
  (2,0) from the 12 nearest neighbours: 1e-16 bohr^-3
  (2,0) from all atoms: 2.086e-06 bohr^-3
finished without a failed check
```
